# Unbiased nonlocal energies from randomly rotated quadrature grids and their added variance

## Symmetry fixes the form of the answer

A quadrature grid on a sphere has an orientation that means nothing physically. Suppose it is rotated at random, with no orientation preferred, and used to average a function $F$ over the sphere. The mean result is linear in $F$ and unchanged when $F$ is rotated. It must therefore be a constant times the sphere average of $F$, and the choice $F=1$ shows that the constant is the sum of the weights. If that sum is one, the mean is right for every grid.

The variance is quadratic in $F$, so it has the dimension of energy squared when $F$ is an energy. It is unchanged when $F$ or the grid is rotated. Rotations mix spherical harmonics of one degree $L$ among themselves but never different degrees, so the variance should be a sum over $L$ of the strength of $F$ in degree $L$ times a number that depends on the grid. The theorem below makes this precise.

## Setting and theorem

An electron is at $\mathbf r=r\hat{\mathbf r}$ from an ion. The nonlocal part of the ion's effective core potential is $\sum_l v_l(r)\,\Pi_l$, with real $v_l$ and finitely many channels. Here $\Pi_l$ projects on angular momentum $l$ about the ion. The other electrons are held fixed and are not written in $\Psi$; the configuration has $\Psi(\mathbf r)\neq0$. For unit vectors $\mathbf q$ define

$$F(\mathbf q)=K(\hat{\mathbf r}\cdot\mathbf q)\,\frac{\Psi(r\mathbf q)}{\Psi(r\hat{\mathbf r})},\qquad K(x)=\sum_l(2l+1)\,v_l(r)\,P_l(x).$$

Angle brackets $\langle f\rangle=\frac1{4\pi}\int f\,d\mathbf q$ denote the sphere average. Let $F_L$ be the degree-$L$ part of $F$ in its expansion in spherical harmonics, and let $p_L=\langle|F_L|^2\rangle$.

A grid has points $\mathbf q_i$ and real weights $w_i$ with $\sum_iw_i=1$. It is fixed in advance and rotated by $R$, which gives the estimator

$$Q_R=\sum_iw_iF(R\mathbf q_i).$$

The rotation is drawn independently of the configuration from the uniform (Haar) distribution: for any fixed rotation $T$, both $TR$ and $RT$ are distributed like $R$.

**Theorem.** Let $E$ be the exact nonlocal energy of this electron, $\Psi^{-1}\sum_lv_l\Pi_l\Psi$.

(a) If $F$ is integrable, the rotation average of $Q_R$ is $E$ for every normalized grid.

(b) If $F$ is square integrable, then

$$\operatorname{Var}_RQ_R=\sum_{L\ge1}S_L\,p_L,\qquad S_L=\sum_{ij}w_iw_jP_L(\mathbf q_i\cdot\mathbf q_j)\ge0,$$

and for $L\ge1$, $S_L=0$ if and only if the grid integrates every harmonic of degree $L$ correctly.

For complex $Q_R$, the variance means $\mathbb E_R|Q_R-E|^2$, where $\mathbb E_R$ is the average over rotations.

## Proof of (a)

**Lemma 1.** $E=\langle F\rangle$.

*Proof.* With harmonics normalized by $\int|Y_{lm}|^2d\mathbf q=1$, the projector acts as

$$(\Pi_l\Psi)(r\hat{\mathbf r})=\sum_mY_{lm}(\hat{\mathbf r})\int Y_{lm}^*(\mathbf q)\,\Psi(r\mathbf q)\,d\mathbf q .$$

The addition theorem, $\sum_mY_{lm}(\hat{\mathbf r})Y^*_{lm}(\mathbf q)=\frac{2l+1}{4\pi}P_l(\hat{\mathbf r}\cdot\mathbf q)$, turns the sum over $m$ into a Legendre polynomial. Multiplying by $v_l$, summing over $l$ and dividing by $\Psi(r\hat{\mathbf r})$ gives $\frac1{4\pi}\int F\,d\mathbf q$. ∎

**Lemma 2.** For a fixed unit vector $\mathbf q$, $\mathbb E_Rf(R\mathbf q)=\langle f\rangle$ for every integrable $f$.

*Proof.* Since $TR$ is distributed like $R$, the random point $R\mathbf q$ has a distribution that no rotation $T$ changes. The uniform distribution is the one probability distribution on the sphere with this property. ∎

Part (a) follows by linearity:

$$\mathbb E_RQ_R=\sum_iw_i\,\mathbb E_RF(R\mathbf q_i)=\Big(\sum_iw_i\Big)\langle F\rangle=E .$$

Neither symmetry of the grid nor positive weights were needed, and one point is enough.

**Remark on the hypotheses.** Uniform Euler angles are not a uniform rotation. If a point on the polar axis is tilted by an angle $\beta$ uniform in $[0,\pi]$, the mean of $P_2(\cos\beta)$ is $\frac12(3\cdot\frac12-1)=\frac14$ instead of zero, so degree-2 parts of $F$ leak into the mean; higher even degrees do as well, for example the mean of $P_4(\cos\beta)$ is $\frac9{64}$. A correct recipe normalizes four independent standard Gaussian numbers and uses them as a quaternion. Multiplication by a unit quaternion from either side is a rotation in four dimensions, which leaves the Gaussian distribution unchanged.

Independence matters too. If a one-point grid is placed along $\hat{\mathbf r}$ and spun only about that axis, it returns $F(\hat{\mathbf r})=\sum_l(2l+1)v_l$, whatever $\Psi$ is.

## Proof of (b)

**Lemma 3.** If $F$ contains finitely many degrees,

$$\mathbb E_R\big[F(R\mathbf q)F^*(R\mathbf q')\big]=\sum_Lp_L\,P_L(\mathbf q\cdot\mathbf q').$$

*Proof.* Consider $C(\mathbf q,\mathbf q')=\mathbb E_R[F_L(R\mathbf q)F^*_{L'}(R\mathbf q')]$. Because $RT$ is distributed like $R$, $C(T\mathbf q,T\mathbf q')=C(\mathbf q,\mathbf q')$. Any two pairs of unit vectors with the same mutual angle are related by a rotation, so $C$ depends on $\mathbf q\cdot\mathbf q'$ alone.

A rotated harmonic of degree $L$ is again of degree $L$. Hence $C$, as a function of $\mathbf q$, is a degree-$L$ harmonic that is symmetric about the axis $\mathbf q'$. Only the $M=0$ harmonic about that axis has this symmetry, so $C=c\,P_L(\mathbf q\cdot\mathbf q')$. The same argument for $\mathbf q'$ gives $C=c'P_{L'}(\mathbf q\cdot\mathbf q')$. For $L\ne L'$ both can hold only if $C=0$. For $L=L'$, set $\mathbf q=\mathbf q'$: since $P_L(1)=1$, Lemma 2 gives $c=\langle|F_L|^2\rangle=p_L$. Summing over $L$ and $L'$ proves the lemma. ∎

Multiply the lemma, taken at $\mathbf q_i$ and $\mathbf q_j$, by $w_iw_j$ and sum:

$$\mathbb E_R|Q_R|^2=\sum_{L\ge0}S_Lp_L .$$

The $L=0$ term has $S_0=(\sum_iw_i)^2=1$ and $p_0=|\langle F\rangle|^2=|E|^2$. Subtracting $|E|^2$ removes it and leaves the stated variance.

For a general square-integrable $F$, cut its expansion at degree $n$. By the triangle inequality and Lemma 2, the root-mean-square change of $Q_R$ is at most $\sum_i|w_i|$ times the root-mean-square of the discarded part of $F$. This tends to zero as $n\to\infty$, so the formula survives the limit.

Finally, the addition theorem gives

$$S_L=\frac{4\pi}{2L+1}\sum_M\Big|\sum_iw_iY_{LM}(\mathbf q_i)\Big|^2 .$$

This is nonnegative. For $L\ge1$ the true average of each $Y_{LM}$ is zero, so $S_L$ vanishes if and only if the grid gets all of them right. ∎

**Remark on limiting cases.** One point has $S_L=1$ for all $L$, so its variance is the full variance of $F$ over the sphere. A grid exact through degree $d$ leaves only the terms $L>d$. Since $|P_L|\le1$, $S_L\le(\sum_i|w_i|)^2$. This bound is one for nonnegative weights but exceeds one if some weights are negative, and such a grid can then be noisier than a single point.

## From one configuration to a VMC average

Let configurations be sampled from $|\Psi|^2$, with $\Psi$ normalized and its zeros of measure zero, and let the rotations have no influence on the sampling. The denominator in $F$ is then harmless. From $\langle P_lP_{l'}\rangle=\delta_{ll'}/(2l+1)$,

$$\big\langle|\Psi(r\hat{\mathbf r})|^2|F(\mathbf q)|^2\big\rangle_{\hat{\mathbf r}}=|\Psi(r\mathbf q)|^2\sum_l(2l+1)v_l^2 .$$

The second moment is therefore finite when the expectation value of $\sum_l(2l+1)v_l(r)^2$ is finite, which is assumed here. The VMC mean of $Q_R$ then equals that of $E$, namely the nonlocal energy expectation value.

Write $Q_R=E+\eta$. At each configuration $\eta$ has zero mean, so it is uncorrelated with $E$, and the variances add. With fresh rotations at every sample, the noises of different samples are also uncorrelated, even if the configurations are not. For $N$ samples,

$$\operatorname{Var}\bar Q=\operatorname{Var}\bar E+\frac{\overline{\operatorname{Var}_RQ_R}}{N},$$

where the overline on the last variance is its average over $|\Psi|^2$. Independent rotations for different electrons add their variances. If electrons share a rotation and a grid, their functions $F$ must be summed before $p_L$ is formed, because their noises are correlated.

**Corollary.** For one electron,

$$\overline{\operatorname{Var}_RQ_R}=\sum_{L\ge1}S_L(2L+1)\sum_l(2l+1)\sum_\lambda c_{lL\lambda}\,\overline{v_l^2\,\Pi_\lambda},$$

$$c_{lL\lambda}=\tfrac12\int_{-1}^1P_lP_LP_\lambda\,dx ,$$

where $\overline{v_l^2\Pi_\lambda}$ is a quantum expectation value. The number $c_{lL\lambda}$ is the square of the 3j symbol with zero lower entries.

*Proof.* The addition theorem gives $F_L(\mathbf q)=(2L+1)\langle P_L(\mathbf q\cdot\mathbf q')F(\mathbf q')\rangle_{\mathbf q'}$. Since different degrees are orthogonal, $p_L=\langle F_L^*F\rangle$, and therefore

$$p_L=(2L+1)\big\langle P_L(\mathbf q\cdot\mathbf q')F(\mathbf q)F^*(\mathbf q')\big\rangle_{\mathbf q,\mathbf q'} .$$

Multiply by $|\Psi(r\hat{\mathbf r})|^2$, which cancels the denominators, and average over $\hat{\mathbf r}$. The addition theorem and orthogonality give $\langle P_l(\hat{\mathbf r}\cdot\mathbf q)P_{l'}(\hat{\mathbf r}\cdot\mathbf q')\rangle_{\hat{\mathbf r}}=\delta_{ll'}P_l(\mathbf q\cdot\mathbf q')/(2l+1)$. One factor $2l+1$ from $K^2$ survives:

$$(2L+1)\sum_l(2l+1)v_l^2\big\langle P_lP_L\,\Psi(r\mathbf q)\Psi^*(r\mathbf q')\big\rangle_{\mathbf q,\mathbf q'} ,$$

with both polynomials taken at $\mathbf q\cdot\mathbf q'$. Expand $P_lP_L=\sum_\lambda(2\lambda+1)c_{lL\lambda}P_\lambda$. By the formula used above for $p_L$, now applied to $\Psi$, $(2\lambda+1)\langle P_\lambda\Psi\Psi^*\rangle_{\mathbf q,\mathbf q'}$ is the mean square of the degree-$\lambda$ part of $\Psi$. Integration over $r$ and the other electrons gives the result. ∎

For a pure s channel, $c_{0L\lambda}=\delta_{L\lambda}/(2L+1)$, and the corollary reduces to

$$\overline{\operatorname{Var}_RQ_R}=\sum_{L\ge1}S_L\,\overline{v_0^2\,\Pi_L}.$$

The exact s projector gives zero on a p wave, because its positive and negative lobes cancel in the sphere average. A grid that misses degree 1 does not complete this cancellation. For a pure s channel the noise thus comes from the part of the wave function on which the exact potential does not act.

## Worked example: the HF molecule

The bond length is set to 0.92 Å. Fluorine carries the ccECP potential, whose nonlocal part is a single s channel; hydrogen is all-electron. The wave function is a restricted Hartree–Fock determinant in a double-zeta basis, without correlation or a Jastrow factor. Its nonlocal energy is 2.0619 hartree (56.11 eV) in this basis; triple- and quadruple-zeta bases give 2.022 hartree, so only the first digit is a property of the Hartree–Fock molecule and the remaining digits belong to the chosen basis.

Summed over electrons, the expectation values $\overline{v_0^2\Pi_L}$ for $L=1,2,3,4,6$ are $233.2$, $6.26\times10^{-3}$, $1.214\times10^{-5}$, $2.967\times10^{-7}$ and $7.44\times10^{-10}$ hartree². If the occupied orbitals were pure s and p functions about fluorine, all entries from $L=2$ on would vanish; they measure the departure from that form. Only the $L=1$ entry is stable against the basis (233 hartree² up to quadruple zeta). The $L=3$ entry grows to $7.5\times10^{-5}$ in triple zeta and $1.3\times10^{-4}$ in quadruple zeta, the $L=4$ entry to $6.4\times10^{-7}$ and $1.2\times10^{-6}$, and the $L=6$ entry moves to $4.2\times10^{-10}$ and $1.3\times10^{-9}$. The numbers below describe the double-zeta determinant; in quadruple zeta the root-mean-square noises of the tetrahedron, octahedron and icosahedron are 8.4, 0.82 and 0.024 millihartree.

With an independent rotation for each electron, the added variances per configuration are as follows; terms of higher $L$ that are too small to change the digits shown are left out.

- One point: all $S_L=1$, and the $L=1$ term dominates. The sum is 233.2 hartree², a root-mean-square noise of 15.3 hartree.
- Tetrahedron: $0.5556\times1.214\times10^{-5}+0.2593\times2.967\times10^{-7}=6.82\times10^{-6}$ hartree², or 2.6 millihartree root-mean-square.
- Octahedron: $0.5833\times2.967\times10^{-7}=1.73\times10^{-7}$ hartree², or 0.42 millihartree.
- Icosahedron: $0.4400\times7.44\times10^{-10}=3.27\times10^{-10}$ hartree², or 0.018 millihartree.

To bring the rotation noise of a mean down to 1 millihartree takes $233.2/10^{-6}\approx2.3\times10^8$ samples with one point, but about 7 with the tetrahedron. This ratio is special to the example: only an s channel acts, the orbitals near fluorine are almost pure s and p, the basis is small, and there is no Jastrow factor, so almost nothing is left beyond degree 2. In a quadruple-zeta basis the tetrahedron needs about 70 samples. With the double-zeta orbitals and an electron–electron Jastrow factor $\exp[ar/(1+br)]$ obeying the cusp conditions, with $b$ equal to 4 or 2 bohr$^{-1}$, it needs about 650 or 1500 samples, and the icosahedron variance rises from $3\times10^{-10}$ to about $10^{-5}$ hartree², while the one-point variance stays near 200 hartree². In the one-electron model with s, p and d channels used below, the tetrahedron lowers the variance only from 0.194 to 0.020 hartree². For HF, an irregular three-point grid with weights $0.5,\,0.8,\,-0.3$ has $S_1=1.29$ and adds 301 hartree², more than one point does.

A Metropolis run with 2000 walkers and 10 snapshots gives $2.22\pm0.12$ hartree with one rotated point and $2.01\pm0.05$ hartree with the rotated tetrahedron. These lie about 1.3 and 1.1 standard errors from 2.06 hartree, which is consistent with statistical scatter. The larger error bar can be accounted for: rotation noise contributes $\sqrt{233.2/20000}=0.108$ hartree, and the tetrahedron run, whose rotation noise is negligible, shows 0.045 hartree from the configurations. Together they give $\sqrt{0.108^2+0.045^2}=0.117$ hartree.

**Remark on measuring the noise.** Near a node of a real $\Psi$, at distance $s$, the squared noise grows as $s^{-2}$ while the sampling density falls as $s^2$. Its mean is finite, but its own variance involves $\int s^2s^{-4}ds$, which diverges. The cure is to average over the direction of the electron, whose conditional density on its sphere is $|\Psi|^2/(4\pi\langle|\Psi|^2\rangle)$. For an s channel, with $A_R$ and $A$ the grid average and the exact sphere average of $\Psi$, the squared noise $v_0^2|A_R-A|^2/|\Psi|^2$ becomes $v_0^2|A_R-A|^2/\langle|\Psi|^2\rangle$, and the node in the denominator is gone. Sampled in this way, the added variance is $228\pm6$ hartree² for one point and $(6.84\pm0.12)\times10^{-6}$ hartree² for the tetrahedron, in agreement with the corollary.

## Where bias enters

**A fixed grid.** Without rotation the error at a configuration is $\sum_{L\ge1}\sum_iw_iF_L(\mathbf q_i)$. It is linear in the missed components, and more samples do not remove its average. For HF, one fixed point in the direction of hydrogen has a bias of $-0.435$ hartree. The Metropolis run gives $1.56\pm0.10$ hartree, consistent with the biased value 1.63 hartree and about five standard errors below the true one. In the orientations used, the fixed octahedron has a bias of 0.11 millihartree and the icosahedron $-0.002$ millihartree. These are double-zeta values; in quadruple zeta the three biases are $-0.458$ hartree, 0.30 millihartree and $-0.004$ millihartree.

**Nonlinear functions of the energy.** For real $Q_R$ with nonzero variance, convexity of the exponential gives $\mathbb E_Re^{-\tau Q_R}>e^{-\tau E}$ for $\tau>0$. For bounded $Q_R$, expansion in small $\tau$ yields

$$-\frac1\tau\ln\mathbb E_Re^{-\tau Q_R}=E-\frac\tau2\operatorname{Var}_RQ_R+O(\tau^2).$$

In a one-electron model with s, p and d channels, the irregular grid has variance 0.188 hartree². At $\tau=0.1$ hartree$^{-1}$ the leading shift is $-0.05\times0.188=-0.0094$ hartree, and the computed shift is also $-0.0094$ hartree. An algorithm that exponentiates the estimated energy, as a diffusion Monte Carlo branching weight does, can therefore keep a shift even with a random orientation. Its size depends on how the energy is read out. The energy taken from the mean weight is shifted by about $-\frac\tau2\operatorname{Var}_RQ_R$. The mean of the same $Q_R$ weighted by $e^{-\tau Q_R}$ is $E-\tau\operatorname{Var}_RQ_R+O(\tau^2)$, which is twice that shift. An estimate with an independent rotation, weighted in the same way, has mean $E$ at that configuration. These leading terms describe the shift when $\tau|Q_R-E|\ll1$ for all rotations; its size is then set by the product $\tau\operatorname{Var}_RQ_R$, and it vanishes as $\tau\to0$. A small product alone is not enough: rare, strongly negative values of $Q_R$ add little to the variance but can dominate $\mathbb E_Re^{-\tau Q_R}$.

The numerical check confirms the mean and variance formulas for five grids in this model by direct integration over all rotations.

## Computed values

```
Grid strengths S_L (dimensionless), L = 1..6
  one point    1.0000 1.0000 1.0000 1.0000 1.0000 1.0000
  irregular    1.2905 0.8402 0.6939 1.1357 1.1311 0.9802
  tetrahedron  0.0000 0.0000 0.5556 0.2593 0.0000 0.3951
  octahedron   0.0000 0.0000 0.0000 0.5833 0.0000 0.1250
  icosahedron  0.0000 0.0000 0.0000 0.0000 0.0000 0.4400
Model: v_0, v_1, v_2 (hartree): 2.0 -1.0 0.5
Model: k vector (dimensionless): 0.3 -0.5 0.9  rhat: 0.6 0.0 0.8
Model: exact nonlocal energy 0.61548916 hartree
Model: p_L (hartree^2), L=1..6: 6.510e-02 9.076e-02 3.527e-02 2.803e-03 9.424e-05 1.747e-06
  one point    unrotated 0.750000, rotated mean 0.615489 hartree; var 1.9403e-01, formula 1.9403e-01 hartree^2
  irregular    unrotated 0.359213, rotated mean 0.615489 hartree; var 1.8804e-01, formula 1.8804e-01 hartree^2
  tetrahedron  unrotated 0.706929, rotated mean 0.615489 hartree; var 2.0321e-02, formula 2.0321e-02 hartree^2
  octahedron   unrotated 0.615733, rotated mean 0.615489 hartree; var 1.6353e-03, formula 1.6353e-03 hartree^2
  icosahedron  unrotated 0.614822, rotated mean 0.615489 hartree; var 7.6868e-07, formula 7.6868e-07 hartree^2
Model: one-point bias with uniform Euler angles 0.054351 hartree
Model: shift of -ln<exp(-tau Q)>/tau, irregular grid, tau=0.1 1/hartree: -0.009377 hartree
Model: |psi|^2-averaged added variance, octahedron 7.1893e-03 hartree^2
HF: bond length 0.92 angstrom, RHF energy -24.588809 hartree
HF: v_0 at r = 0.2 and 1.0 bohr: 43.6836, 3.005e-05 hartree
HF: nonlocal energy, analytic 2.0619170, sphere quadrature 2.0619170 hartree = 56.1076 eV
HF: <v_0^2 Pi_L> (hartree^2), L=1..6: 2.332e+02 6.255e-03 1.214e-05 2.967e-07 1.323e-08 7.440e-10
  one point    added variance 2.332e+02 hartree^2, rms 1.527e+01 hartree; fixed-grid bias -4.349e-01 hartree
  irregular    added variance 3.010e+02 hartree^2, rms 1.735e+01 hartree; fixed-grid bias -3.656e-01 hartree
  tetrahedron  added variance 6.823e-06 hartree^2, rms 2.612e-03 hartree; fixed-grid bias 6.819e-04 hartree
  octahedron   added variance 1.731e-07 hartree^2, rms 4.161e-04 hartree; fixed-grid bias 1.125e-04 hartree
  icosahedron  added variance 3.274e-10 hartree^2, rms 1.809e-05 hartree; fixed-grid bias -1.736e-06 hartree
VMC: 2000 walkers, 10 snapshots, acceptance 0.449
  one point    2.21953e+00 +- 1.2e-01, predicted 2.06192e+00 hartree
  tetrahedron  2.01145e+00 +- 4.5e-02, predicted 2.06192e+00 hartree
  fixed point  1.56033e+00 +- 9.9e-02, predicted 1.62705e+00 hartree
  noise one    2.28178e+02 +- 5.5e+00, predicted 2.33246e+02 hartree^2
  noise tet    6.84454e-06 +- 1.2e-07, predicted 6.82268e-06 hartree^2
```
